\section*{Scharfetter-Gummel Fluxes and Positive Carrier Densities at Large Cell Voltage Drops}

\section{A drift layer on a coarse mesh}

A semiconductor layer $1\,\mu\mathrm{m}$ thick lies between two contacts. The electrostatic potential rises by $2.5\,\mathrm{V}$ from left to right, so electrons drift to the right. The left contact holds the electron density at $10^{15}\,\mathrm{cm^{-3}}$, the right one at $10^{17}\,\mathrm{cm^{-3}}$. Drift carries the left density through almost the whole layer. Electrons diffusing back from the right contact get only a short way against the field, about the distance over which the potential changes by the thermal voltage. At $300\,\mathrm{K}$ that is $1/97$ of the layer.

With ten equal cells and central differences, the computed density at the last interior node is $-6.7\times10^{16}\,\mathrm{cm^{-3}}$, and the current has the wrong sign. The mesh does not resolve the contact layer, but an unresolved layer need not produce negative densities. The question is which property of the discrete flux produces them, and what flux should replace it.

Let $\psi$ be the electrostatic potential, $V_T=k_BT/q$ with $q>0$ the elementary charge, and $\phi=\psi/V_T$. Electrons drift with velocity $+\mu\psi'$, because the field is $-\psi'$ and their charge is negative. For a nondegenerate gas the Einstein relation $D=\mu V_T$ holds, and the particle flux, counted positive to the right, is
\begin{equation}
F=-Dn'+\mu n\psi'=-D\,(n'-n\phi').
\label{flux}
\end{equation}
The electric current density is $-qF$. The steady balance is $F'=G-rn$, with generation $G\ge0$ and loss coefficient $r\ge0$. The quantities $\phi$, $D$, $r$ and $G$ are held fixed while $n$ is computed.

\section{What central differences do}

Let cell $j$ join nodes $j$ and $j+1$, with width $h$ and scaled potential drop $\delta=\phi_{j+1}-\phi_j$. Replacing $n'$ by a difference quotient and $n$ by the mean of its two nodal values gives
\begin{align}
F_j&=-\frac Dh\left[n_{j+1}-n_j-\frac{\delta}{2}(n_j+n_{j+1})\right]\nonumber\\
&=\frac Dh\left[\left(1+\frac\delta2\right)n_j-\left(1-\frac\delta2\right)n_{j+1}\right].
\label{central}
\end{align}
Each bracketed coefficient should be the rate at which electrons at one node feed the other, and a rate cannot be negative. For $\delta>2$ the second one is: more electrons on the right then \emph{increase} the flux to the right. For $\delta<-2$ the first coefficient has the same defect.

To see the consequence, take a uniform field, equal cells and no sources, so that $F_j-F_{j-1}=0$. The terms in $n_j$ add up to $(1+\delta/2)+(1-\delta/2)=2$, and
\begin{equation}
\left(1-\frac\delta2\right)n_{j+1}-2n_j+\left(1+\frac\delta2\right)n_{j-1}=0.
\end{equation}
The trial form $n_j=\lambda^j$ leads to
\begin{equation}
(\lambda-1)\left[\left(1-\frac\delta2\right)\lambda-\left(1+\frac\delta2\right)\right]=0,
\end{equation}
with roots $1$ and
\begin{equation}
\rho=\frac{2+\delta}{2-\delta}.
\end{equation}
The differential equation has the solutions $1$ and $e^{\phi}$, so the true factor per cell is $e^\delta$, which is positive. For $\delta>2$ the discrete factor is below $-1$, and the second mode alternates in sign. (At $\delta=2$ the second root is absent and $n_j=n_{j-1}$ up to the last interior node.) Fitting $n_j=A+C\rho^j$ to the contact values $n_0$ and $n_N$ gives
\begin{equation}
C=\frac{n_N-n_0}{\rho^N-1},\quad A=n_0-C,\quad
n_j=n_0+(n_N-n_0)\frac{\rho^j-1}{\rho^N-1}.
\label{modes}
\end{equation}

\subsection{Oscillation and negativity are different thresholds}

Put $\rho=-R$ with $R>1$. At the last interior node the factor multiplying $n_N-n_0$ is $-(R^{N-1}+1)/(R^N-1)$ for even $N$ and $-(R^{N-1}-1)/(R^N+1)$ for odd $N\ge3$. Both are negative, so a large enough $n_N$ makes $n_{N-1}$ negative. When $R^N\gg1$ the factor tends to $1/\rho$, and
\begin{equation}
n_{N-1}\simeq n_0-(n_N-n_0)\frac{\delta-2}{\delta+2}.
\label{last}
\end{equation}
With $\epsilon=n_0/(n_N-n_0)<1$, this is negative when $\delta-2>\epsilon(\delta+2)$, that is, when
\begin{equation}
\delta>2\,\frac{1+\epsilon}{1-\epsilon}.
\end{equation}
Here $\epsilon=1/99$ and the threshold is $2.041$, slightly above the value $2$ at which oscillation begins. Refining the mesh at fixed voltage separates the two. With 47 cells ($\delta=2.058$) the lowest density is $-0.40\times10^{15}\,\mathrm{cm^{-3}}$. With 48 cells ($\delta=2.015$) it is $+0.64\times10^{15}\,\mathrm{cm^{-3}}$, positive but below both contact values. With 49 cells ($\delta=1.974$) the profile is monotone.

If the two contact densities are exchanged on the ten-cell mesh, the central solution stays positive but overshoots to $1.68\times10^{17}\,\mathrm{cm^{-3}}$, although neither contact exceeds $10^{17}\,\mathrm{cm^{-3}}$. A cell drop above $2V_T$ therefore removes the guarantee of positivity; whether a negative value appears depends on the data.

\subsection{The current}

Inserting the alternating mode in (\ref{central}) gives $(1+\delta/2)-(1-\delta/2)\rho=0$, so that mode carries no flux. The constant mode carries
\begin{equation}
F=\frac{D\delta}{h}\left[n_0-\frac{n_N-n_0}{\rho^N-1}\right].
\label{centralflux}
\end{equation}
For even $N$ the subtracted term is positive when $n_N>n_0$, and it can exceed $n_0$. The flux then runs against the drift.

\section{Requirements for a better flux}

One repair is to let drift carry the density of the upstream node. For $\delta>0$,
\begin{equation}
F^{\rm up}=\frac Dh\left[(1+\delta)n_j-n_{j+1}\right].
\end{equation}
Both rates are positive. Zero flux, however, now means $n_{j+1}/n_j=1+\delta$, whereas (\ref{flux}) with $F=0$ requires $n\propto e^\phi$ and hence the ratio $e^\delta$. A junction in equilibrium would have the wrong densities.

Keep the two-rate form but leave the rates open:
\begin{equation}
F_j=\frac Dh\left[\alpha(\delta)n_j-\beta(\delta)n_{j+1}\right].
\end{equation}
Two physical situations fix them. In equilibrium the flux must vanish for $n_{j+1}=e^\delta n_j$, so $\alpha=e^\delta\beta$. For a uniform density there is pure drift, $F=Dn\,\delta/h$, so $\alpha-\beta=\delta$. Therefore $\beta(e^\delta-1)=\delta$, and
\begin{equation}
\beta=B(\delta),\quad \alpha=e^\delta B(\delta)=B(-\delta),\quad
B(z)=\frac{z}{e^z-1},\quad B(0)=1.
\label{bern}
\end{equation}
The identity $e^\delta B(\delta)=B(-\delta)$ follows on multiplying numerator and denominator of $B(\delta)$ by $e^{-\delta}$. Numerator and denominator of $B$ have the same sign, so both rates are positive for every finite $\delta$.

\subsection{The same flux from the cell equation}

The two conditions concern only the profiles $1$ and $e^\phi$. But with constant flux and linear potential every profile is a combination of these two, and the flux is linear in $n$, so (\ref{bern}) must be exact for any pair of nodal densities. Solving the cell equation shows this directly. Assume that in the cell $F$ and $D$ are constant and $\phi$ is linear. From (\ref{flux}),
\begin{equation}
(ne^{-\phi})'=e^{-\phi}(n'-n\phi')=-\frac FD\,e^{-\phi}.
\end{equation}
Integrate over the cell, with $s$ the distance from node $j$:
\begin{align}
n_{j+1}e^{-\phi_{j+1}}-n_je^{-\phi_j}
&=-\frac FD\,e^{-\phi_j}\int_0^h e^{-\delta s/h}\,ds\nonumber\\
&=-\frac{Fh}{D}\,e^{-\phi_j}\,\frac{1-e^{-\delta}}{\delta}.
\end{align}
Multiplying by $e^{\phi_j}$ and solving for $F$ gives
\begin{align}
F_j&=\frac Dh\,\frac{\delta}{1-e^{-\delta}}\left(n_j-e^{-\delta}n_{j+1}\right)\nonumber\\
&=\frac Dh\left[B(-\delta)n_j-B(\delta)n_{j+1}\right].
\label{sg}
\end{align}
This is the Scharfetter-Gummel flux, and under the three stated assumptions it is exact. Holes drift the other way, $F_p=-D_p(p'+p\phi')$, so their flux follows from $\delta\to-\delta$, and their electric current is $+qF_p$. Numerical integration of the transport equation across a cell confirms both forms.

\subsection{Fine and coarse cells}

From (\ref{bern}), $B(-\delta)-B(\delta)=\delta$ and
\begin{equation}
B(-\delta)+B(\delta)=\delta\,\frac{e^\delta+1}{e^\delta-1}=\delta\coth\frac\delta2 .
\end{equation}
Half the sum and half the difference give $B(\pm\delta)=\kappa\mp\delta/2$, with
\begin{equation}
\kappa=\frac\delta2\coth\frac\delta2=1+\frac{\delta^2}{12}+\cdots .
\end{equation}
Comparison with (\ref{central}) shows that (\ref{sg}) is the central flux with $D$ multiplied by $\kappa$ in the diffusion term alone. On a fine mesh $\delta\simeq h\phi'$, and the added diffusion is of order $h^2$. For large positive $\delta$, $B(\delta)\to0$ and $B(-\delta)\to\delta$, so $F_j\to D\delta n_j/h$: drift from the upstream node.

The added diffusion has a price where the flux varies within a cell, as it does with generation or loss. Formula (\ref{sg}) is then approximate, and for large $|\delta|$ its error approaches that of carrying the upstream density through the whole cell. Positivity is not accuracy. In a smooth test with a varying field, loss and generation, and a scaled density between 1 and 3, the largest absolute error fell from $6.3\times10^{-5}$ with 80 cells to $1.6\times10^{-5}$ with 160, which is second order.

\section{Why the densities stay positive}

Cells may now differ in width, drop and diffusion coefficient. Write
\begin{equation}
F_j=a_jn_j-b_jn_{j+1},\quad a_j=\frac{D_j}{h_j}B(-\delta_j),\quad b_j=\frac{D_j}{h_j}B(\delta_j).
\end{equation}
Integrating the balance over the control width $w_j=(h_{j-1}+h_j)/2$ gives $F_j-F_{j-1}=w_j(G_j-r_jn_j)$, or
\begin{equation}
(a_j+b_{j-1}+w_jr_j)n_j-a_{j-1}n_{j-1}-b_jn_{j+1}=w_jG_j .
\label{row}
\end{equation}
Eliminate from the left. Suppose that
\begin{equation}
n_{j-1}=c_{j-1}+\frac{b_{j-1}}{p_{j-1}}\,n_j .
\label{back}
\end{equation}
Inserted in (\ref{row}), this gives the same relation one node further on, with
\begin{align}
p_j&=a_j+w_jr_j+b_{j-1}\left(1-\frac{a_{j-1}}{p_{j-1}}\right),\label{pivot}\\
c_j&=\frac{w_jG_j+a_{j-1}c_{j-1}}{p_j}.\label{carry}
\end{align}
The difference in (\ref{pivot}) need never be computed. Write $p_j=a_j+s_j$ and $q_j=s_j/p_j$. Then $1-a_{j-1}/p_{j-1}=q_{j-1}$, and
\begin{equation}
s_j=w_jr_j+b_{j-1}q_{j-1}.
\label{excess}
\end{equation}
At the first interior node $n_0$ is given, so nothing is subtracted from the diagonal; this corresponds to $q_0=1$ and $c_0=n_0$.

Positivity can now be read off. Since $a_j,b_j>0$ and $r_j\ge0$, (\ref{excess}) gives $s_1>0$, hence $p_1>0$ and $q_1>0$, and so on along the mesh. Since $G_j\ge0$ and $n_0>0$, (\ref{carry}) gives $c_j>0$. Starting from $n_N>0$, relation (\ref{back}) then yields $n_{N-1}>0$, $n_{N-2}>0$, down to $n_1>0$. No step restricts the mesh or the cell drops. With central rates the argument breaks at its first premise, because $b_j<0$ for $\delta_j>2$ and $a_j<0$ for $\delta_j<-2$.

For 200 random meshes with drops up to $6V_T$, the inverse of the central matrix had negative entries in 198 cases. Each such entry means that some nonnegative source produces a negative density. The inverses with Scharfetter-Gummel rates had none beyond rounding.

An implicit Euler step of length $\Delta t$ adds $(n_j-n_j^{\rm old})/\Delta t$ to the balance. This replaces $r_j$ by $r_j+1/\Delta t$ and $G_j$ by $G_j+n_j^{\rm old}/\Delta t$, both still nonnegative, so positivity holds for every time step. Recombination of the form $K(np-n_i^2)$, with $n_i$ the intrinsic density and $K,p\ge0$ held fixed, fits with $r=Kp$ and $G=Kn_i^2$. A Newton step for the coupled Poisson and continuity equations is a different linear system, and this proof does not cover it.

\section{Implementation in finite precision}

Evaluating $e^z-1$ as written loses digits for small $z$: a rounding error near $10^{-16}$ is divided by $z$. At $z=10^{-12}$ the relative error of $B$ was $8.9\times10^{-5}$. The function $\mathrm{expm1}(x)=e^x-1$, evaluated without that cancellation, cures this. To avoid overflow as well, exponentiate negative arguments only. With $t=|z|>0$,
\begin{equation}
B(-t)=\frac{t}{-\mathrm{expm1}(-t)},\quad B(t)=e^{-t}B(-t).
\end{equation}
At nine magnitudes of $z$ from $10^{-300}$ to $700$, taken with both signs, the relative error was at most $1.4\times10^{-16}$; between them it can be slightly larger, but it stays at the level of rounding. The calculation then runs as follows.
\begin{enumerate}
\item Compute $a_j$ and $b_j$ for all cells.
\item Set $q_0=1$, $c_0=n_0$. For $j=1,\dots,N-1$ compute $s_j$ from (\ref{excess}), then $p_j=a_j+s_j$, $q_j=s_j/p_j$, and $c_j$ from (\ref{carry}).
\item For $j=N-1,\dots,1$ set $n_j=c_j+(b_j/p_j)n_{j+1}$.
\end{enumerate}

The sums without subtraction matter in a deep electron well, that is, at a potential maximum. Without loss, $1/q_j=1+(a_j/b_{j-1})/q_{j-1}$. For equal neighbouring cells $a_j/b_{j-1}=e^\delta$, so on the way up $q$ shrinks by roughly $e^{-\delta}$ per cell. At the top of the $30V_T$ rise in the twelve-cell well tested below, it is $6.6\times10^{-13}$. Forming it as $1-a_j/p_j$ leaves a rounding error near $10^{-16}$, or roughly $10^{-4}$ of its value. A matrix solver loses digits of the same order before it starts, because rounding the assembled diagonal $a_j+b_{j-1}$ acts like a spurious loss term of relative size $10^{-16}$.

A symmetric well of this depth, with scaled contact densities 1 and 2, shows a loss of this order. Without sources $(ne^{-\phi})'\propto e^{-\phi}$, so by symmetry $ne^{-\phi}$ at the centre is the mean of its contact values, and the peak is $1.5\,e^{30}=1.60\times10^{13}$. Against high-precision quadrature for the same piecewise linear potential, the worst relative error was $1.6\times10^{-4}$ for an ordinary dense solve and $7\times10^{-16}$ for the sweep above.

A floating-point limit remains. Between two contacts with scaled density 1 and $\phi=0$, and without sources, the density is $e^\phi$. In double precision it overflows once $\phi$ passes about $710$, or $18\,\mathrm{V}$ at $300\,\mathrm{K}$, however many cells share the rise. The rates have a limit of their own: $e^{-t}$ underflows to zero near $t=745$. If the drops in both cells beside a potential maximum exceed this and $r_j=0$ there, then $p_j=0$ and the sweep divides by zero. The ratio $q_j$ underflows too, once the rise from an earlier potential minimum passes about $745$, however small the single drops. Without loss it then stays zero, and a well between two deep barriers gets wrong densities without any overflow or division by zero to signal it.

\section{The drift layer again}

With $V_T=25.852\,\mathrm{mV}$, each of the ten cells has $\delta=0.25/0.025852=9.670$. Take $D=1\,\mathrm{cm^2/s}$ as a constant model value, so $D/h=10^5\,\mathrm{cm/s}$. The central rates are $5.835$ and $-3.835$ in units of $D/h$; the Scharfetter-Gummel rates are $9.671$ and $6.10\times10^{-4}$. Densities in units of $10^{15}\,\mathrm{cm^{-3}}$ are:

\begin{center}
\begin{tabular}{rrr}
$x$ ($\mu$m) & Scharfetter-Gummel & central\\
0.6 & 1.000 & 18.2\\
0.7 & 1.000 & $-29.0$\\
0.8 & 1.000 & 42.9\\
0.9 & 1.006 & $-66.6$\\
1.0 & 100 & 100
\end{tabular}
\end{center}

The central values follow from $\rho=-11.670/7.670=-1.521$ and $\rho^{10}=66.48$. The true factor per cell is $e^{9.670}=1.58\times10^4$, so at $0.9\,\mu\mathrm{m}$ the right contact adds $99/(1.58\times10^4)=0.006$, as the second column shows. Because the potential is imposed as linear, the assumptions behind (\ref{sg}) hold throughout this model layer, and its nodal values agree with the analytic solution to rounding. The mesh still says nothing about the shape of the contact layer inside the last cell. In a real layer the uniform field would not survive there: the excess electrons amount to about $10^{11}\,\mathrm{cm^{-2}}$, which at a relative permittivity of $11.7$ changes the field by about $16\,\mathrm{kV/cm}$, against the $25\,\mathrm{kV/cm}$ applied. Elsewhere the field is uniform only if donors neutralise the $10^{15}\,\mathrm{cm^{-3}}$ electrons.

In that cell the Scharfetter-Gummel flux is
\begin{align}
F&=10^5\left(9.67104\times1.00625-6.105\times10^{-4}\times100\right)\times10^{15}\nonumber\\
&=9.67\times10^{20}\,\mathrm{cm^{-2}\,s^{-1}},
\end{align}
an electric current density of $-155\,\mathrm{A/cm^2}$. For central differences (\ref{centralflux}) gives
\begin{align}
F&=10^5\times9.670\left(1-\frac{99}{65.48}\right)\times10^{15}\nonumber\\
&=-4.95\times10^{20}\,\mathrm{cm^{-2}\,s^{-1}},
\end{align}
or $+79\,\mathrm{A/cm^2}$. The numerical output lists all nodes and the refinement series.

The scheme inherits the limits of its physics. In a degenerate gas $D/\mu$ differs from $V_T$ and the equilibrium ratio is no longer $e^\delta$. The condition that fixed $B$ then changes, and (\ref{sg}) no longer reproduces equilibrium.

\section*{Computed values}
\begin{verbatim}
Temperature 300 K; V_T = 25.8520 mV
Length 1.0 um; D = 1.0 cm^2/s; voltage 2.50 V; cells 10
Cell drop 0.250 V = 9.6704 V_T; total 96.704 V_T
B(drop) = 6.10461e-04; B(-drop) = 9.67104
Central coefficients: right -3.8352, left 5.8352
Central mode factor rho = -1.52148; rho^10 = 66.477; true factor = 15842.2
SG diffusion enhancement = 4.8358
Node; x (um); analytic n; SG n; central n (all 1e15 cm^-3)
 0 0.0 1.00000 1.00000 1.0000
 1 0.1 1.00000 1.00000 -2.8124
 2 0.2 1.00000 1.00000 2.9881
 3 0.3 1.00000 1.00000 -5.8373
 4 0.4 1.00000 1.00000 7.5904
 5 0.5 1.00000 1.00000 -12.8397
 6 0.6 1.00000 1.00000 18.2444
 7 0.7 1.00000 1.00000 -29.0495
 8 0.8 1.00000 1.00000 42.9074
 9 0.9 1.00625 1.00625 -66.5738
10 1.0 100.00000 100.00000 100.0000
Particle flux (cm^-2 s^-1): analytic 9.67043e+20, SG 9.67043e+20, central -4.95109e+20
Electric current -qF (A/cm^2): SG -154.937, central 79.325
Central refinement: cells; drop/V_T; min n (1e15 cm^-3); monotone
 20 4.8352 -40.0647 False
 47 2.0575 -0.4039 False
 48 2.0147 0.6382 False
 49 1.9736 1.0000 True
100 0.9670 1.0000 True
Many-cell negativity threshold: drop/V_T = 2.0408
Contacts exchanged, central: min 1.000, max 167.574 (1e15 cm^-3)
Bernoulli worst relative error: stable 1.4e-16; naive at z=1e-12 8.9e-05
Random inverses with negative entries: central 198 of 200; SG none beyond rounding
Smooth test: max error 6.309e-05 (80 cells), 1.578e-05 (160 cells), order 2.000
Well: depth 30 V_T; 12 cells; contacts 1 and 2; peak density 1.6030e+13 (scaled)
Well relative error: subtraction-free 6.7e-16, dense solve 1.6e-04
\end{verbatim}
